\section*{Why [111] strain shifts the diamond sublattices and [001] strain cannot}

\section{Two crystals stretched by one per cent}

Stretch a diamond crystal by one per cent along a cube axis, [001], and every atom goes where a uniform deformation of space would carry it. Stretch it by the same amount along a body diagonal, [111], and this no longer holds. The lattice vectors follow the uniform deformation, but the two interpenetrating face-centred sublattices also slide rigidly against each other. The slide changes bond lengths, elastic stiffness and the splitting of the valence bands, so a calculation for a strained device must include it wherever the strain permits it. Why does one direction permit it and the other forbid it?

Inversion symmetry is not the answer. Diamond has an inversion centre at the middle of each bond, and a homogeneous strain preserves it in both cases. What differs is the symmetry left at an atomic site, and in particular whether its four bonds remain equivalent.

\section{Separating the slide from the strain}

Let $a$ be the cubic lattice constant. The unstrained bonds from an atom of sublattice 1 to its neighbours on sublattice 2 are
\begin{align}
\delta_1&=\tfrac a4(1,1,1), & \delta_2&=\tfrac a4(1,-1,-1),\nonumber\\
\delta_3&=\tfrac a4(-1,1,-1), & \delta_4&=\tfrac a4(-1,-1,1).
\end{align}
They have length $d_0=\sqrt3a/4$, span space, and satisfy $\sum_i\delta_i=0$. A symmetric strain tensor $e$ deforms the lattice vectors. The bonds become
\begin{equation}
d_i=(1+e)\delta_i+w ,
\label{bonds}
\end{equation}
where $w$, the internal displacement, is the shift of sublattice 2 relative to sublattice 1 beyond the uniform deformation. It is the same in every cell. For given $e$ the crystal chooses $w$ so that the energy per primitive cell $E(e,w)$ is stationary, $\partial E/\partial w=0$.

By ``$[hkl]$ strain'' I mean a strain with axial symmetry about that direction. The example uses $e=\varepsilon\,nn^{T}$, with $n$ the unit vector along the axis: a stretch $\varepsilon$ with the lateral dimensions held.

\section{What symmetry does to the slide}

The operations $R$ about an atom that permute its four bonds form the site group $T_d$, with 24 members. Apply one of them to the whole strained crystal. The energy cannot change, and the bonds become
\begin{equation}
Rd_i=(1+ReR^{T})R\delta_i+Rw .
\end{equation}
Since $R\delta_i$ is again one of the $\delta_j$, this is a crystal of the form \eqref{bonds} with strain $ReR^T$ and displacement $Rw$. Hence
\begin{equation}
E(ReR^{T},Rw)=E(e,w).
\label{inv}
\end{equation}
Let $S(e)$ be the subgroup with $ReR^T=e$. For its members $E(e,Rw)=E(e,w)$. Differentiating with respect to $w$ gives $R^Tg(Rw)=g(w)$, where $g=\partial E/\partial w$. At $w=0$ this reads
\begin{equation}
g(0)=R\,g(0)\qquad\text{for every }R\in S(e).
\end{equation}
The force on the slide at $w=0$ must be a vector that every surviving site operation leaves alone. If no such nonzero vector exists, the force vanishes and $w=0$ is stationary, whatever the size of the strain.

The other 24 operations of the cubic group exchange the sublattices. Take inversion about a bond centre. It turns a bond vector $d$ into $-d$, but the image runs from a type-2 site to a type-1 site. Read from type 1 to type 2, as the definition of $w$ requires, it is $+d$ again. So inversion maps $w$ to $w$ and forbids nothing. Every other exchanging operation is inversion times a site operation, and strain is unchanged by inversion, so none of them adds a restriction. An electric dipole, by contrast, does reverse under inversion. That is why the [111]-strained crystal can have a slide without a polarization.

\section{Counting bonds instead of consulting tables}

The number of permitted components of $w$ can be read from the bonds. Describe $w$ by its four projections $f_i=w\cdot\delta_i$. They sum to zero because $\sum_i\delta_i=0$. Since the $\delta_i$ span space, different $w$ give different $f$. The vectors $w$ and the sets $f$ with zero sum both form three-dimensional spaces, so they correspond one to one.

Suppose $w$ is invariant under $S(e)$, and let $R$ carry $\delta_i$ to $\delta_j$. Then
\begin{equation}
f_j=w\cdot R\delta_i=(R^{T}w)\cdot\delta_i=w\cdot\delta_i=f_i .
\end{equation}
The projections are equal for bonds that the surviving operations interchange. Conversely, if $f$ is constant on each such family, then $R^Tw$ has the same projections as $w$ and must equal it. An invariant $w$ therefore amounts to one number per family, or orbit, with one constraint from the zero sum:
\begin{equation}
\text{free components of }w=(\text{orbits of the four bonds})-1 .
\label{count}
\end{equation}

For [001] strain, $e$ is diagonal in the cubic axes. The twofold rotations about $x$, $y$ and $z$ preserve it, and they carry $\delta_1$ to $\delta_2$, $\delta_3$ and $\delta_4$ respectively. There is one orbit and no free component. The full surviving group is $D_{2d}$, with eight members, but the three rotations suffice. The same conclusion therefore covers any strain that stretches the three cube axes by different amounts.

For [111] strain the survivors are the threefold rotations about $n$ and the three mirror planes containing it, the group $C_{3v}$. They fix $\delta_1$ and interchange the other three bonds. The orbits are $1+3$, which leaves one free component, along [111]. For [110] strain the orbits are the pairs $\{\delta_1,\delta_4\}$ and $\{\delta_2,\delta_3\}$. Again one component is free, now along $\delta_1+\delta_4$ up to sign, which is the $z$ axis. The slide need not point along the stretch.

Two conditions limit the statement that [001] strain forbids a slide. First, a stationary point is stable against a small uniform slide if the stiffness matrix $K=\partial^2E/\partial w\,\partial w$ is positive definite. If an optical mode went soft, the crystal could break the surviving symmetry spontaneously, and the argument would not exclude a slide. Secondly, the argument concerns a homogeneous strain of a perfect crystal with no electric field. A defect, a nearby surface or, in zinc blende, a field along [001] can make the four bonds inequivalent by itself. In the other direction, symmetry permits the [111] slide without fixing its size, which could vanish by accident.

\section{The law for small strain}

To first order $w$ is linear in $e$, and the twofold rotations restrict the coefficients. Under the rotation about $y$, $w_x$ changes sign. So do $e_{yz}$ and $e_{xy}$, while $e_{zx}$ and the diagonal elements do not. Thus $w_x$ can contain $e_{yz}$ and $e_{xy}$ alone. Under the rotation about $x$, $w_x$ and $e_{yz}$ are unchanged but $e_{xy}$ reverses, which leaves $e_{yz}$. The threefold rotations give the other components the same coefficient:
\begin{equation}
w=-\zeta\,\frac a2\,(e_{yz},e_{zx},e_{xy}).
\label{law}
\end{equation}
The dimensionless number $\zeta$ is the Kleinman parameter.

The prefactor gives $\zeta$ a simple scale. For a pure shear, the first-order change of $|d_1|^2/2$ is $\delta_1\cdot e\delta_1+\delta_1\cdot w$. The first term is $(a^2/8)(e_{yz}+e_{zx}+e_{xy})$ and the second is $-\zeta$ times the same expression. The other bonds differ by signs common to both terms. So $\zeta=1$ keeps all four bond lengths to first order, while $\zeta=0$ is uniform deformation. An energy that depended on bond lengths alone, with unstressed bonds at the start, would choose $\zeta=1$. Resistance to changes of bond angle competes with this.

For $e=\varepsilon nn^T$ along [111], each off-diagonal element is $\varepsilon/3$, and
\begin{equation}
w\cdot n=-\zeta\frac a2\,\frac{\varepsilon}{3}\sqrt3=-\frac{\zeta a\varepsilon}{2\sqrt3}=-\frac23\,\zeta\varepsilon d_0 .
\label{w111}
\end{equation}
The last form uses $a=4d_0/\sqrt3$.

\section{A crystal whose electrons can be solved}

The size of $\zeta$ needs an energy. Give each atom one $s$ and three $p$ orbitals, orthogonal to those on other atoms, and let electrons hop between nearest neighbours. For a bond of length $d$ and direction $l$ from atom 1 to atom 2, the hopping matrix is
\begin{equation}
T(d)=\left(\frac{d_0}{d}\right)^{2}
\begin{pmatrix}V_{ss}&V_{sp}\,l^{T}\\-V_{sp}\,l&(V_\sigma-V_\pi)\,ll^{T}+V_\pi\end{pmatrix}.
\end{equation}
The minus sign arises because a $p$ orbital on atom 1 sees its neighbour along $+l$, whereas one on atom 2 sees its neighbour along $-l$. At wave vector $k$ the four matrices add with their Bloch phases to a block $h(k)$ linking the two atoms. The resulting $8\times8$ Hamiltonian has four filled bands, and
\begin{equation}
E=2\Big\langle\sum_{n=1}^{4}\epsilon_{n}(k)\Big\rangle_k+\sum_{i=1}^{4}A\left(\frac{d_0}{d_i}\right)^{4}.
\end{equation}
The factor 2 is for spin, and the second term is a repulsion between neighbours.

The round parameters are of roughly diamond's size: $a=0.357$ nm, $E_s=-7$, $E_p=0$, $V_{ss}=-5$, $V_{sp}=5$, $V_\sigma=5.5$ and $V_\pi=-1.5$ eV. The constant $A$ follows from zero pressure. Scale all bonds by $\lambda$. By the Hellmann--Feynman theorem the electronic energy changes through the explicit factor $\lambda^{-2}$ in the hopping, so at $\lambda=1$
\begin{equation}
\frac{dE}{d\lambda}=-2E_{\rm hop}-16A=0,\qquad A=-\frac{E_{\rm hop}}8 ,
\end{equation}
where $E_{\rm hop}$ is the expectation value of the hopping energy per cell. The result is $A=9.683$ eV. The energy is minimized over all three components of $w$ with no symmetry imposed.

\section{Reading the numbers}

At one per cent [001] strain and $w=0$, all four bonds grow from 154.586 to 155.103 pm. The computed slope $|\partial E/\partial w|$ is $1.4\times10^{-13}$ eV/nm, which is rounding error. A minimization started from $w=(1,2,-1)$ pm returns to zero within $10^{-6}$ pm. At five per cent strain the slope is still $1.3\times10^{-13}$ eV/nm, and the lowest stiffness is 4314 eV/nm$^2$. It is positive, so the symmetric arrangement is stable there too against a small uniform slide.

At one per cent [111] strain and $w=0$, the bond along the axis is 156.131 pm long and the other three 154.758 pm. The slope along [111] is now $+2.171$ eV/nm, so the energy falls when $w$ points backwards and shortens the long bond. With the stiffness of the unstrained crystal, $K=4888$ eV/nm$^2$, a first estimate is
\begin{equation}
w\cdot n\approx-\frac{2.171}{4888}\ \text{nm}=-0.444\ \text{pm}.
\end{equation}
Full minimization gives $-0.465$ pm. The axial bond shrinks to 155.667 pm and the others grow to 154.915 pm. The difference from the estimate means that the average stiffness along the path in the strained crystal is lower, $2.171/(0.4646\times10^{-3})\approx4670$ eV/nm$^2$.

The small-strain coefficient is $\zeta=0.469$, and a $12^3$ mesh of wave vectors in place of $8^3$ changes it by $-3\times10^{-6}$. Equation \eqref{w111} then gives
\begin{equation}
w\cdot n=-\frac{0.469\times357\ \text{pm}\times0.01}{2\sqrt3}=-0.483\ \text{pm}.
\end{equation}
Under one per cent compression the slide is $+0.502$ pm. The mean of the two magnitudes, 0.483 pm, agrees with the linear law. Half their difference is the part of $w$ even in strain, about 0.018 pm, or 4\% of the linear part. For [110] strain the computed slide is $(0,0,-0.406)$ pm, along $z$ as the bond orbits require.

Two changes to the model separate the possible causes of the zero. Raising both orbital energies of atom 2 by 3 eV makes the atoms unlike, as in zinc blende. Inversion is lost, but the site group is still $T_d$. The slope under one per cent [001] strain at $w=0$ remains $1.0\times10^{-13}$ eV/nm, while under [111] strain it is 2.05 eV/nm. Weakening the hopping of one bond by one per cent instead destroys the equivalence of the bonds. The slope in the [001]-strained crystal is then 3.15 eV/nm. This force comes from the unequal bonds and not from the strain: it is present at nearly the same size in the unstrained crystal. In both cases $A$ was reset for zero pressure. The zero follows the site symmetry, not the inversion centre.

\section{What the slide does to the valence bands}

At $k=0$ the top of the valence band consists of $p$ states, threefold degenerate in the unstrained crystal without spin--orbit coupling. All Bloch phases are 1, so the $p$ orbitals of the two atoms are coupled by $M=\sum_i(d_0/d_i)^2[(V_\sigma-V_\pi)l_il_i^T+V_\pi]$. Since $E_p=0$, the levels are plus and minus the eigenvalues of $M$. The unstrained eigenvalue is $\tfrac43(V_\sigma+2V_\pi)=3.33$ eV, and the valence states take the minus sign. Strain also couples $s$ to $p$ here, but that coupling is first order and acts across a finite energy separation, so it shifts the levels at second order.

For [111] strain, write $s_1$ and $s_2$ for the relative stretches of the axial bond and of the other three. From \eqref{w111}, $s_1=\varepsilon(1-\tfrac23\zeta)$. The other bonds have axial component $-d_0/3$, which becomes $-(d_0/3)(1+p)$ with $p=\varepsilon(1+2\zeta)$. Their lateral component is fixed. Hence $s_2=p/9$, and the squared direction cosine is $\tfrac19(1+2p-2s_2)=\tfrac19(1+\tfrac{16}9p)$. The first-order change of $M$ along $n$ is
\begin{equation}
\delta M_n=-2V_\sigma s_1+\frac{16}{27}(V_\sigma-V_\pi)p-\frac{2}{3}(V_\sigma+8V_\pi)s_2 .
\end{equation}
The terms come from the axial bond's length, the other bonds' directions and their lengths. With the parameters inserted, $\delta M_n=(-6.37+16.59\,\zeta)\varepsilon$ eV.

Each bond contributes $(V_\sigma+2V_\pi)(d_0/d_i)^2$ to the trace, so
\begin{equation}
\delta\,{\rm tr}M=-2(V_\sigma+2V_\pi)(s_1+3s_2)=-6.67\,\varepsilon\ \text{eV}.
\end{equation}
Here $\zeta$ cancels, because $s_1+3s_2=\tfrac43\varepsilon$. The two lateral eigenvalues each change by $(\delta\,{\rm tr}M-\delta M_n)/2$. The valence levels are minus the eigenvalues, so the singlet lies above the doublet by
\begin{equation}
\Delta=\tfrac12(\delta\,{\rm tr}M-3\,\delta M_n)=(6.22-24.9\,\zeta)\,\varepsilon\ \text{eV}.
\label{split}
\end{equation}

At one per cent strain this gives 62 meV with the slide suppressed and $-55$ meV with $\zeta=0.469$. The full levels give 61 meV at $w=0$ and $-51$ meV at the minimized slide, which is slightly smaller than the linear one. A displacement of less than half a picometre reverses the order of the levels in this model, which happens once $\zeta$ exceeds $6.22/24.9=0.25$. For [001] strain the splitting is $-185$ meV, and there is no slide to correct it.

\section{The model beside real diamond}

The model's $\zeta$ is far from that of real diamond, which is roughly 0.1. With that value \eqref{w111} would give a slide near 0.1 pm at one per cent strain, and \eqref{split} a splitting near $+40$ meV. The reversal of the levels should therefore not be carried over to diamond. Nor is $+40$ meV a prediction for it: the coefficients in \eqref{split} come from the model's round hopping parameters, and the order of the levels in the real crystal needs a calculation of its own. The value of $\zeta$ is sensitive to the assumed forces: a repulsion falling as $d^{-5}$ instead of $d^{-4}$ raises it to 0.63, whereas $V_\pi=-2$ eV gives 0.46 and $V_{sp}=4.5$ eV gives 0.47. The [001] slope stays below $10^{-8}$ eV/nm in all three variants. The optical quantum, 185 meV, is nearer the real one, roughly 170 meV. The model's smallest gap, 6.7 eV, is direct: both band edges lie at $k=0$, and the gap is twice the $p$ eigenvalue of 3.33 eV. Real diamond has an indirect gap of roughly 5.5 eV, with the conduction minimum away from $k=0$, so the model's conduction bands should not be used for the real crystal. The neglected spin--orbit splitting, of order 10 meV, is well below the model's relaxed [111] splitting.

A specimen pulled along [111] with its sides free contracts sideways, unlike the one in the example. If the lateral strain is $-\nu\varepsilon$, the off-diagonal elements become $(1+\nu)\varepsilon/3$ and the linear slide grows by the factor $1+\nu$. For diamond pulled along [111], $\nu$ is roughly 0.05, so the increase is about 5\%. The strain itself is severe: with the lateral dimensions held, the model needs an axial stress of 10 GPa.

The atoms are also never at rest. Treating $w$ in one cell as an oscillator of stiffness $K$ and half the atomic mass gives a zero-point spread of 4.3 pm per component, nine times the model's slide. Thermal motion adds little to this mode at 300 K, where $k_BT=26$ meV is far below the optical quantum. The spread does not blur the distinction between the two strains. In an equilibrium state that keeps the surviving symmetry, the average of $w$ must itself be invariant under $S(e)$. It vanishes for [001] strain and may be nonzero for [111], however large the fluctuations about it.

For a film of a pure element or binary compound with the diamond or zinc-blende structure, strained on a (001) surface, the atomic positions inside the cell therefore need no internal correction, provided the strain has no shear components in the cubic axes, the region is far from surfaces and defects, electric fields are negligible, and no vibrational mode of the strained crystal is unstable. In a random alloy the four bonds of an atom generally differ, and atoms shift locally even without such shear. For a film on a (111) surface the correction is permitted, and its size must be calculated. The computed values are collected in the numerical output.

\section*{Computed results}
\begin{verbatim}
strain: surviving site operations, bond orbits, free components, |w| (pm)
  hydrostatic: 24, 4, 0, 0.0000
  [001]: 8, 4, 0, 0.0000
  orthorhombic: 4, 4, 0, 0.0000
  [110]: 4, 2+2, 1, 0.4056
  [111]: 6, 1+3, 1, 0.4646
  [112]: 2, 1+1+2, 2, 0.4034
lattice constant (rough input): 0.357 nm; strain: 1.0 %
E_s, E_p: -7.0, 0.0 eV
V_ss, V_sp, V_pp_sigma, V_pp_pi: -5.0, 5.0, 5.5, -1.5 eV
repulsion per bond from zero pressure: 9.6830 eV
smallest gap on the k mesh: 6.667 eV
unstrained bond length: 154.586 pm
[001] bond lengths, w = 0: 155.103, 155.103, 155.103, 155.103 pm
[111] bond lengths, w = 0: 156.131, 154.758, 154.758, 154.758 pm
[111] bond lengths, relaxed: 155.667, 154.915, 154.915, 154.915 pm
[001] |dE/dw| at w = 0: 1.4e-13 eV/nm
[111] dE/dw along [111] at w = 0: 2.1709 eV/nm
optical stiffness K: 4887.8 eV/nm^2
[111] estimate -(dE/dw)/K: -0.4442 pm
[111] relaxed w along [111]: -0.4646 pm
[111] w from linear law: -0.4832 pm
[111] w at -1 % strain: 0.5015 pm
[110] relaxed w vector: -0.000, 0.000, -0.406 pm
zeta, 8x8x8 mesh: 0.46887
zeta shift on going to 12x12x12 mesh: -3.3e-06
[001] at 5 % strain: |dE/dw| 1.3e-13 eV/nm, lowest stiffness 4314.5 eV/nm^2
unlike atoms (3 eV offset): |dE/dw| [001] 1.0e-13, [111] 2.0504 eV/nm
one bond's hopping weakened 1 %: |dE/dw| [001] 3.1488 eV/nm
zeta with V_pp_pi = -2.0 eV: 0.4555
zeta with V_sp = 4.5 eV: 0.4724
zeta with repulsion power 5: 0.6317
valence-top splitting (singlet - doublet), [111], w = 0: 60.8 meV
valence-top splitting, [111], relaxed: -50.5 meV
valence-top splitting, [001]: -185.1 meV
neglected spin-orbit splitting (rough input): 10 meV
stress along [111], relaxed: 10.13 GPa
optical quantum: 184.5 meV; kT at 300 K: 25.9 meV
zero-point rms of one component of w (one-cell estimate): 4.34 pm
\end{verbatim}
